\section*{Averaging a shielding over ammonia inversion states: what one well misses}

\section*{Question}

I want to average a nuclear shielding over the inversion motion of ammonia. My coordinate $x$ is the height of N above the H$_3$ plane. The triangle is rigid, so the reduced mass $\mu$ is constant, and the potential is
\begin{equation}
V(x)=V_b\left(1-\frac{x^2}{a^2}\right)^2 .
\end{equation}
For the shielding I take an even surface, $\sigma(x)-\sigma(a)=D(1-x^2/a^2)$, so that $D$ is the planar value minus the value at the minimum.

I was told that second-order perturbation theory about one minimum ``misses the state dependence''. Yet my one-well formula contains $v+\tfrac12$, so it does depend on the state. A numerical solution of the double well gives different averages for the two members of each inversion doublet, and I cannot get that from the formula. What exactly is missed, would a higher order repair it, and does it matter for an NMR shift at room temperature?

\section*{Answer}

The statement you were told is too strong, and your formula shows why. To see what it contains, put everything in terms of one small parameter.

\subsection*{One parameter controls the model}

Let $u=x-a$. Since $1-x^2/a^2=-(2u/a+u^2/a^2)$,
\begin{equation}
V=V_b\left(\frac{4u^2}{a^2}+\frac{4u^3}{a^3}+\frac{u^4}{a^4}\right).
\end{equation}
Comparison with $\tfrac12ku^2+\tfrac16k_3u^3+\dots$ gives $k=8V_b/a^2$ and $k_3=24V_b/a^3$, so $k_3/k=3/a$. With $\omega^2=k/\mu$, define
\begin{equation}
y=\frac xa,\quad s=y^2,\quad h=\frac{\hbar}{\mu\omega a^2},\quad \varepsilon=\frac{E}{\hbar\omega},
\end{equation}
where $E$ is measured from the well bottom. Because $V_b=\mu\omega^2a^2/8$, we have $V_b/\hbar\omega=1/(8h)$ and
\begin{equation}
\frac{H}{\hbar\omega}=-\frac h2\frac{d^2}{dy^2}+\frac{(1-y^2)^2}{8h}.
\end{equation}
Small $h$ means a zero-point spread much smaller than $a$ and a barrier of many quanta. The eigenstates are even or odd in $y$; I call the even and odd members of doublet $v$ $v+$ and $v-$.

\subsection*{The one-well average}

In a bound stationary state $\langle[p,H]\rangle=0$, hence $\langle V'\rangle=0$. To leading order this reads $k\langle u\rangle+\tfrac12k_3\langle u^2\rangle=0$. The harmonic virial theorem, $\tfrac12k\langle u^2\rangle=\tfrac12\hbar\omega(v+\tfrac12)$, supplies $\langle u^2\rangle=(v+\tfrac12)\hbar/(\mu\omega)$. Expanding a property $P$ to second order in $u$ gives
\begin{align}
\langle P\rangle_v&\simeq P(a)+P'(a)\langle u\rangle+\tfrac12P''(a)\langle u^2\rangle\nonumber\\
&=P(a)+\left(v+\tfrac12\right)\frac{\hbar}{2\mu\omega}\left[P''(a)-\frac{k_3}{k}P'(a)\right].
\end{align}
For $P=s$, $P'(a)=2/a$ and $P''(a)=2/a^2$. The bracket is $2/a^2-6/a^2=-4/a^2$, so
\begin{equation}
\langle s\rangle_v\simeq1-(2v+1)h,\qquad \langle\sigma\rangle_v-\sigma(a)\simeq D(2v+1)h .
\label{first}
\end{equation}
The spread alone would raise $\langle s\rangle$ by $(v+\tfrac12)h$. The cubic force shifts the mean position towards the plane and contributes $-3(v+\tfrac12)h$, which wins. The formula therefore has a state dependence: a straight line in $v$. It has no parity label.

\subsection*{A relation for the true eigenstates}

The virial theorem, from $\langle[H,xp]\rangle=0$, is $2\langle T\rangle=\langle xV'\rangle$. Here $xV'=V_b(-4s+4s^2)$, so
\begin{equation}
\frac E{V_b}=\left\langle(-2s+2s^2)+(1-2s+s^2)\right\rangle
=1-4\langle s\rangle+3\langle s^2\rangle=8h\varepsilon .
\label{virial}
\end{equation}
For a second equation, vary $V_b$ at fixed $a$ and $\mu$. The Hellmann--Feynman theorem gives $\partial E/\partial V_b=\langle(1-s)^2\rangle$. Since $E=\hbar\omega\,\varepsilon(h)$, with $\omega\propto V_b^{1/2}$ and $h\propto V_b^{-1/2}$,
\begin{equation}
1-2\langle s\rangle+\langle s^2\rangle
=\frac{\hbar\omega}{V_b}\,\frac{\varepsilon-h\varepsilon'}2
=4h(\varepsilon-h\varepsilon'),\qquad \varepsilon'=\frac{d\varepsilon}{dh}.
\end{equation}
Three times this equation minus Eq.~\eqref{virial} eliminates $\langle s^2\rangle$:
\begin{equation}
2-2\langle s\rangle=12h(\varepsilon-h\varepsilon')-8h\varepsilon
\;\Rightarrow\;
\langle s\rangle=1-2h\varepsilon+6h^2\varepsilon' .
\label{exact}
\end{equation}
This holds for each bound eigenstate of the model, of either parity. Subtracting the even member from the odd one gives
\begin{equation}
\Delta\langle s\rangle_v=-2h\delta_v+6h^2\frac{d\delta_v}{dh},\qquad
\delta_v=\varepsilon_{v-}-\varepsilon_{v+}.
\label{gap}
\end{equation}
The parity difference of the property is thus tied to the tunnelling splitting and to how fast that splitting changes with $h$.

\subsection*{What the next order adds}

Set $y=1+\sqrt h\,q$. Then
\begin{equation}
\frac H{\hbar\omega}=\frac{p_q^2+q^2}2+\frac{\sqrt h}{2}q^3+\frac h8q^4,\qquad p_q=-i\frac{d}{dq}.
\end{equation}
The energy to order $h$ needs the quartic term once and the cubic term twice. The squared norm of $q^2|v\rangle$ is
\begin{equation}
\langle q^4\rangle=\tfrac14\left[v(v-1)+(2v+1)^2+(v+1)(v+2)\right]=\tfrac34(2v^2+2v+1).
\end{equation}
With $q=(b+b^\dagger)/\sqrt2$, the squared matrix elements of $q^3$ from $v$ are
\begin{align}
v\to v+3:&\quad \tfrac18(v+1)(v+2)(v+3), & v\to v+1:&\quad \tfrac98(v+1)^3,\nonumber\\
v\to v-3:&\quad \tfrac18v(v-1)(v-2), & v\to v-1:&\quad \tfrac98v^3 .
\end{align}
For example, the three orderings that raise $v$ by one add up to $\sqrt{v+1}\,[v+(v+1)+(v+2)]=3(v+1)^{3/2}$, before the factor $2^{-3/2}$. Dividing by the energy denominators $\mp3$ and $\mp1$,
\begin{align}
\sum_{m\ne v}\frac{|\langle m|q^3|v\rangle|^2}{v-m}
&=-\frac{9v^2+9v+6}{24}-\frac{9(3v^2+3v+1)}8\nonumber\\
&=-\frac{30v^2+30v+11}8 .
\end{align}
The cubic coupling squared is $h/4$, so
\begin{align}
\varepsilon&=v+\tfrac12+\frac h{32}\left[3(2v^2+2v+1)-(30v^2+30v+11)\right]+\dots\nonumber\\
&=v+\tfrac12-\frac h4(3v^2+3v+1)+\dots
\end{align}
Write $c_v=3v^2+3v+1$. In Eq.~\eqref{exact}, $-2h\varepsilon$ contributes $+\tfrac12c_vh^2$ and $6h^2\varepsilon'$ contributes $-\tfrac32c_vh^2$. Hence
\begin{equation}
\langle s\rangle_v=1-(2v+1)h-(3v^2+3v+1)h^2+\dots
\label{second}
\end{equation}
The straight line has become a curve in $v$, but there is still one number per $v$. For $v=0,1,2$ the $h^2$ coefficient was tested against numerical solutions at small $h$, with a relative tolerance of two per cent.

\subsection*{Why no order supplies the parity label}

Each coefficient of this expansion is built from derivatives of $V$ and $P$ at $x=a$ and from the integer $v$. Expanding about $x=-a$ gives the same coefficients, because both functions are even. Nothing in the series can tell $v+$ from $v-$, at any order.

A second potential makes this concrete. Keep $V$ for $x>0$, but for $x<0$ replace it by the wall $V_b(1+2x^2/a^2)$. The derivatives at $x=a$ are unchanged, so the series is unchanged, but the left well is gone. Where is the ground level now?

For $x>0$ take the solution $\psi$ that decays at $+\infty$, and let $L(E)=\psi'(0)/\psi(0)$. Differentiating the Schr\"odinger equation with respect to $E$ and integrating the Wronskian of $\psi$ and $\partial_E\psi$ from $0$ to $\infty$ gives
\begin{equation}
\frac{dL}{dE}=\frac{2\mu}{\hbar^2\psi(0)^2}\int_0^\infty\psi^2\,dx>0 .
\end{equation}
An even state has $L=0$ and an odd state has $\psi(0)=0$. So $L$ is negative below $E_{0+}$ and climbs from $0$ to $+\infty$ between $E_{0+}$ and $E_{0-}$. On the wall side, for $E<V_b$, the solution that decays at $-\infty$ curves away from the axis, so its logarithmic derivative at $x=0$ is positive and finite. If $E_{0-}<V_b$, the two sides can first match between $E_{0+}$ and $E_{0-}$, and the ground level lies there. The doublet is a property of two connected wells, and the expansion sees one.

This also shows what the one-well number approximates. For a doublet well below the barrier top, a molecule placed in one well is described to a good approximation by $(|v+\rangle\pm|v-\rangle)/\sqrt2$. For an even $P$ the cross term $\langle v+|P|v-\rangle$ vanishes, so the average in this superposition is the doublet mean, and it stays constant while the superposition tunnels back and forth. For an odd property the failure is more drastic: each parity eigenstate gives zero, while the one-well expansion starts from $P(a)$.

\subsection*{Numbers for a round set of parameters}

Take $m_{\rm H}=1$~u, $m_{\rm N}=14$~u, $a=0.38$~\AA, $V_b=2000$~cm$^{-1}$ and $D=-20$~ppm. These are illustrative choices; in particular, $D$ is not a computed shielding of ammonia. The triangle moves against N with
\begin{equation}
\mu=\frac{3m_{\rm H}m_{\rm N}}{3m_{\rm H}+m_{\rm N}}=\frac{42}{17}\ \text{u}=2.47\ \text{u}.
\end{equation}
This gives $\hbar\omega=1229.7$~cm$^{-1}$ and $h=1229.7/(8\times2000)=0.0769$. The averages $\langle s\rangle$ are as follows; the last two columns are Eqs.~\eqref{first} and \eqref{second}.
\begin{center}
\begin{tabular}{cccccc}
$v$ & $v+$ & $v-$ & mean & order $h$ & order $h^2$\\
\hline
0 & 0.913 & 0.917 & 0.915 & 0.923 & 0.917\\
1 & 0.619 & 0.763 & 0.691 & 0.769 & 0.728\\
2 & 0.538 & 0.780 & 0.659 & 0.616 & 0.504\\
3 & 0.835 & 0.922 & 0.879 & 0.462 & 0.243
\end{tabular}
\end{center}

For $v=0$ the splitting is $1.50$~cm$^{-1}$, so $\delta_0=1.498/1229.7=0.00122$. The first term of Eq.~\eqref{gap} is $-2(0.0769)(0.00122)=-0.00019$, while the whole gap is $+0.00431$. The derivative term must therefore supply $0.00450$: the gap comes almost entirely from the sensitivity of the splitting to $h$. In shielding it is $-D\,\Delta\langle s\rangle=20\times0.00431=0.086$~ppm. For $v=1$ it is already $2.9$~ppm, to be compared with a doublet-mean shift of $-6.2$~ppm.

With the wall, the ground level is $588.6$~cm$^{-1}$, between $587.9$ and $589.4$~cm$^{-1}$ as derived. Its $\langle s\rangle=0.9154$ is close to the doublet mean, $0.9153$.

The second failure is visible down the columns. The doublet mean flattens at $v=2$ and rises at $v=3$, while the one-well line keeps falling. The level $2+$, at $2285$~cm$^{-1}$, is above the barrier and has the smallest $\langle s\rangle$ of the eight states. Here the $h^2$ term does harm: for $v=2$ the error relative to the doublet mean changes from $-0.04$ to $-0.16$.

The high-energy limit shows that the fall cannot continue. For $E\gg V_b$ the potential is nearly $V_bx^4/a^4$, classical amplitudes scale as $E^{1/4}$, and $\langle s\rangle$ grows as $E^{1/2}$. The one-well line instead becomes negative once $2v+1>1/h$, which is impossible for the average of a square.

In the opposite limit, small $h$, the one-well picture improves quickly for the lowest doublet. Between $h=0.08$ and $h=0.03$, the doublet mean minus the value from Eq.~\eqref{first}, divided by $h^2$, goes from $-1.35$ to $-1.10$, approaching the $-1$ of Eq.~\eqref{second}. The parity gap divided by $h^2$ drops from $0.92$ to $1.2\times10^{-5}$. A high, wide barrier or a heavy mass therefore makes the missing parity label harmless for $v=0$ well before the ordinary anharmonic error is gone.

\subsection*{What reaches an NMR shift}

Assume that collisions average the states rapidly, so that the shift is a Boltzmann average over inversion levels, and leave out rotation with its nuclear-spin weights. At $300$~K, $kT=208.5$~cm$^{-1}$, and the populations of $0+$ and $0-$ are $0.498$ and $0.495$. They enter almost equally, so their gap nearly cancels and their mean remains.

In the one-well formula the Boltzmann average of $v+\tfrac12$ for a harmonic ladder is
\begin{equation}
\frac12+\frac1{e^{\hbar\omega/kT}-1}=\frac12\coth\frac{\hbar\omega}{2kT}.
\end{equation}
With $\hbar\omega/kT=5.90$ this gives $\langle s\rangle_T=0.923$ and a shift of $-1.55$~ppm. The sum over all double-well states gives $0.914$ and $-1.73$~ppm. The one-well result is thus too small in magnitude by $0.18$~ppm, about a tenth of the full model value. Most of this is the anharmonic error of the $v=0$ mean, $-1.69$ against $-1.54$~ppm.

The thermal part is small, but its relative error is larger. Excited levels change the shift by $-0.034$~ppm in the double well and by $-0.0085$~ppm in the one-well formula. Two factors account for most of this difference. The $v=1$ levels lie $1004$ and $1078$~cm$^{-1}$ above $0+$ instead of $1230$~cm$^{-1}$, so the excited population is $0.007$ rather than $0.003$. Each excitation to $v=1$ also lowers $\langle s\rangle$ by more: $0.22$ between the doublet means, against $2h=0.15$.

So your formula is a reasonable estimate of the ground-doublet mean in this model. It cannot give the difference between the two members of a doublet, and it should not be used for levels near the barrier top. For either purpose, solve the one-dimensional problem and evaluate the shielding in its eigenstates. A quantitative value for real ammonia would also need a computed potential and shielding surface, a reduced mass that varies along the path, and the other vibrations. The levels and averages of the four lowest doublets are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
masses H, N: 1, 14 u; reduced mass 2.4706 u
a = 0.38 angstrom; barrier = 2000 cm^-1
D = -20 ppm; temperature = 300 K
harmonic quantum = 1229.7 cm^-1; h = 0.07685
state, E above well bottom (cm^-1), <s>, shielding shift (ppm)
  0+    587.86 0.91315   -1.737
  0-    589.36 0.91746   -1.651
  1+   1591.84 0.61892   -7.622
  1-   1665.39 0.76327   -4.735
  2+   2284.91 0.53763   -9.247
  2-   2705.93 0.78038   -4.392
  3+   3294.15 0.83476   -3.305
  3-   3931.97 0.92240   -1.552
state with smallest <s>: 2+
v, <s>: doublet mean, one-well first order, one-well next order
  0 0.91531 0.92315 0.91724
  1 0.69110 0.76944 0.72809
  2 0.65900 0.61573 0.50350
  3 0.87858 0.46202 0.24347
v, shift (ppm): doublet mean, one-well first order, next order
  0   -1.694   -1.537   -1.655
  1   -6.178   -4.611   -5.438
  2   -6.820   -7.685   -9.930
  3   -2.428  -10.760  -15.131
v, splitting (cm^-1), gap in <s>, gap from splitting, gap (ppm)
  0     1.498 0.00431 0.00431   0.0863
  1    73.551 0.14435 0.14435   2.8870
  2   421.023 0.24275 0.24275   4.8550
  3   637.814 0.08765 0.08765   1.7529
wall potential: ground level 588.63 cm^-1, <s> = 0.91537
wall potential: next level 1628.26 cm^-1
h, (v=0 mean - first order)/h^2, (v=0 parity gap)/h^2
  0.08 -1.3487 9.168e-01
  0.06 -1.2270 1.267e-01
  0.04 -1.1348 1.447e-03
  0.03 -1.0961 1.185e-05
kT = 208.51 cm^-1; populations 0+, 0-: 0.49826, 0.49469
thermal <s>: all states 0.91361, one-well first order 0.92272
thermal shift: all states -1.7278 ppm, one-well first order -1.5456 ppm
\end{verbatim}
